One-photon exchange energy of two 1s electrons in helium-like ions

In a helium-like ion of high nuclear charge the two 1s electrons feel the nucleus far more strongly than each other, so their interaction can be treated as a perturbation. They also move at a speed of about αZc, so the interaction is not only the Coulomb repulsion: the electron currents interact magnetically. The first-order term is the exchange of one photon between two Dirac electrons. The photon propagator depends on the gauge, which raises two questions: how large the energy is, and whether its division into a Coulomb and a Breit part has a meaning.

**Problem**

Hartree atomic units are used, c = 1/α. The nucleus is a point charge Z of infinite mass, with αZ < 1. Two electrons occupy the Dirac 1s orbitals a (m = +1/2) and b (m = −1/2). Show that the one-photon exchange energy is

E = 5Z/8 + α²Z³(1 − ¾ ln2) + O(α⁴Z⁵),

that it is the same in Feynman and Coulomb gauge, and that the Breit part adds ¼ to the coefficient of α²Z³. Evaluate E for Z = 64.

**Solution**

*Energy expression and operators.* For Ψ = (ab − ba)/√2 and an operator I symmetric in the two electrons, the four terms of ⟨Ψ|I|Ψ⟩ are equal in pairs:

E = ⟨ab|I|ab⟩ − ⟨ba|I|ab⟩.

The photon carries the energy ω lost by one electron: zero in the direct term and ε_a − ε_b = 0 in the exchange term. There is therefore no retardation. At ω = 0 the propagators give, in momentum space,

Feynman: 4π(1 − α₁·α₂)/k²
Coulomb: 4π/k² − 4π[α₁·α₂ − (α₁·k)(α₂·k)/k²]/k².

Let r = r₁ − r₂, r = |r|, r̂ = r/r. The transform of 4π/k² is 1/r. Since ∇²r = 2/r and ∇² → −k², the transform of 4π/k⁴ is −r/2. With ∇₁ → ik and ∇₂ → −ik, (α₁·k)(α₂·k) is (α₁·∇₁)(α₂·∇₂), so

I_F = (1 − α₁·α₂)/r,
I_C − I_F = −½ (α₁·∇₁)(α₂·∇₂) r,

the gradients acting on r only. From ∂₂ⱼ r = −r̂ⱼ and ∂₁ᵢ r̂ⱼ = (δᵢⱼ − r̂ᵢr̂ⱼ)/r, the difference is [α₁·α₂ − (α₁·r̂)(α₂·r̂)]/(2r), and

I_C = 1/r − [α₁·α₂ + (α₁·r̂)(α₂·r̂)]/(2r).

The second term of I_C is the Breit operator; −α₁·α₂/r is the Gaunt operator.

*The orbital.* For H = cα·p + βc² − Z/r (in this part r is the distance from the nucleus and n the radial unit vector), try

ψ_m = N f(r) ( u ξ_m ; i v σ·n ξ_m ), f = r^(γ−1) e^(−Zr), u² + v² = 1,

with ξ_m a Pauli spinor. Two identities are needed: σ·p f = −i f′ σ·n, and, from σᵢσⱼ = δᵢⱼ + iεᵢⱼₖσₖ and ∇×(f n) = 0, σ·p (f σ·n) = −i(f′ + 2f/r). With f′/f = (γ−1)/r − Z the upper and lower equations are

c v[(γ+1)/r − Z] + (c² − Z/r)u = εu,
−c u[(γ−1)/r − Z] − (c² + Z/r)v = εv.

The 1/r terms give cv(1+γ) = Zu and cu(1−γ) = Zv. Their product gives γ = √(1 − α²Z²), and v/u = αZ/(1+γ). The constant terms of the first equation give ε = c² − cZv/u = c²[1 − (1−γ²)/(1+γ)] = γc²; those of the second require cZu/v = c²(1+γ), which holds. From v²/u² = (1−γ)/(1+γ) follow u² = (1+γ)/2, v² = (1−γ)/2 and 2uv = αZ.

*Densities and currents.* Because (σ·n)² = 1,

ψ_m†ψ_m′ = δ_mm′ ρ/(4πr²), ρ = 4πr²N²f² = (2Z)^(2γ+1) r^(2γ) e^(−2Zr)/Γ(2γ+1),

where ∫ρ dr = 1 fixes N. The overlap density of a and b vanishes at every point, so 1/r₁₂ has no exchange term. The matrix α connects upper and lower components through σ:

j_mm′ = ψ_m†αψ_m′ = N²f² i uv ξ_m†[σ(σ·n) − (σ·n)σ]ξ_m′.

Since [σᵢ, σⱼ]nⱼ = 2iεᵢⱼₖnⱼσₖ = 2i(n×σ)ᵢ, the prefactor becomes −2uv n×σ, and

j_mm′ = αZ ρ/(4πr²) σ_mm′×n, σ_mm′ = ξ_m†σξ_m′.

*Gauge independence.* For a constant vector s, ∇·(g(r) s×n) = g′ n·(s×n) − g s·(∇×n) = 0. Each matrix element of I_C − I_F has the form −½∬ jᵢ(1) j′ⱼ(2) ∂₁ᵢ∂₂ⱼ r₁₂. Integrating ∂₁ᵢ by parts gives ∇₁·j = 0, and the surface terms on small and large spheres vanish because j·n = 0. The kernel is no worse than 1/r₁₂, which is integrable. Hence the two gauges agree, and since both contain the same 1/r₁₂, the Breit part equals the Gaunt part. This rests on the degeneracy of a and b. In general, for two eigenstates a and d of a Dirac Hamiltonian with a local potential, ψ_d†(Hψ_a) − (Hψ_d)†ψ_a = −ic∇·j_da, because the mass and potential terms cancel; hence c∇·j_da = −i(ε_d − ε_a)ψ_d†ψ_a. For configurations such as 1s2p the exchange currents therefore have a divergence, the static Gaunt and Breit operators need not give the same energy, and ω ≠ 0 must be kept in the propagators.

*Coulomb part.* In 1/r₁₂ = Σ_l (r_<^l/r_>^(l+1)) P_l(cosθ) only l = 0 survives for spherical densities, so F⁰ = ∬ρρ/r_> = 2∬_(r₂<r₁) ρρ/r₁. Put p = 2γ and x = 2Zr, so that ρ dr = x^p e^(−x)dx/Γ(p+1). Set x₁ = st, x₂ = s(1−t); the Jacobian is s, and x₂ < x₁ means t > ½. The powers of s add to (p−1) + p + 1 = 2p:

F⁰ = 4Z [Γ(2p+1)/Γ(p+1)²] A, A = ∫_(½)^1 t^(p−1)(1−t)^p dt.

Let A′ = ∫_(½)^1 t^p(1−t)^(p−1) dt and w = t(1−t). Then A + A′ = ∫ w^(p−1) dt = Γ(p)²/(2Γ(2p)), half of the beta integral by its symmetry about t = ½. Also A′ − A = ∫ w^(p−1)(2t−1)dt = −[w^p/p] from ½ to 1 = 4^(−p)/p, because dw = −(2t−1)dt. Therefore

A = Γ(p)²/(4Γ(2p)) − 4^(−p)/(2p).

With Γ(2p+1)/Γ(p+1)² = 2Γ(2p)/(pΓ(p)²), the first term contributes 1/(2p), and

F⁰ = (Z/γ)(1 − G), G = Γ(4γ+1)/[2^(4γ) Γ(2γ+1)²].

*Breit part.* E_B = −∬[j_aa(1)·j_bb(2) − j_ba(1)·j_ab(2)]/r₁₂. The vector identity

(s×n₁)·(s′×n₂) = (s·s′)(n₁·n₂) − (s·n₂)(s′·n₁)

is bilinear and holds for complex s, s′. By isotropy the angular average of n₁ᵢn₂ⱼ/r₁₂ is Kδᵢⱼ. Its trace is 3K = ⟨cosθ/r₁₂⟩, where only l = 1 survives and ⟨cos²θ⟩ = 1/3, so K = r_</(9r_>²). The average of the identity divided by r₁₂ is (3K − K) s·s′ = 2K s·s′. The spin vectors are σ_aa = (0,0,1), σ_bb = (0,0,−1), σ_ba = (1,i,0), σ_ab = (1,−i,0), so

σ_aa·σ_bb − σ_ba·σ_ab = −1 − 2 = −3,
E_B = −(αZ)²(2/9)(−3)R¹ = (2/3)(αZ)²R¹, R¹ = ∬ρρ r_</r_>².

Dropping exchange, as is correct for the Coulomb part, loses two thirds of E_B; keeping only the first term of the Breit operator loses half. The sign is positive because K > 0 and the spin sum, which equals ⟨σ₁·σ₂⟩ = −3 of the spin singlet, is negative. The picture of two opposite circulating currents describes the direct term, one third of E_B; the exchange term has the same sign and supplies the rest.

The same substitution, with r₂/r₁² = 2Zx₂/x₁² and powers (p−2) + (p+1) + 1 = 2p, gives R¹ = 4Z[Γ(2p+1)/Γ(p+1)²]C with C = ∫_(½)^1 t^(p−2)(1−t)^(p+1)dt. Integrate t^(p−2) to t^(p−1)/(p−1) by parts. The boundary term at t = ½ is −2^(−(p−1))2^(−(p+1))/(p−1), so C = [(p+1)A − 4^(−p)]/(p−1) and

R¹ = [(2γ+1)F⁰ − 4ZG]/(2γ−1).

At γ = ½, G = ½ and F⁰ = Z, the numerator 2Z − 2Z vanishes, and the point is removable.

*Expansion.* Write γ = 1 − η with η = (αZ)²/2 + O((αZ)⁴). At γ = 1, G = 24/(16·4) = 3/8. With the digamma function ψ₀ and ψ₀(n+1) = ψ₀(n) + 1/n,

d lnG/dγ = 4[ψ₀(5) − ψ₀(3) − ln2] = 4(1/3 + 1/4) − 4 ln2 = 7/3 − 4 ln2 = −0.439255.

Then 1 − G = 5/8 + (3/8)η(7/3 − 4 ln2) = 5/8 + η(7/8 − (3/2)ln2), and 1/γ = 1 + η adds (5/8)η:

F⁰ = Z[5/8 + η(3/2 − (3/2)ln2)] = 5Z/8 + α²Z³(¾ − ¾ ln2).

E_B already carries (αZ)², so R¹ is needed at γ = 1: R¹ = 3(5Z/8) − 4Z(3/8) = 3Z/8, and E_B = α²Z³/4. The sum is

E = 5Z/8 + α²Z³(1 − ¾ ln2) + O(α⁴Z⁵),

with 0.230140 + 0.250000 = 0.480140. The ¼ is an additive piece, 52.07 % of the coefficient, not a quarter of it. The Coulomb piece comes from the relativistic contraction of ρ and is missed if Schrödinger densities are used.

*Meaning of the ¼.* At γ = 1, ρ/(4πr²) = φ² = Z³e^(−2Zr)/π and ∇φ² = −2Zφ²n, so j = (α/2)∇×(φ²σ_mm′), a spin magnetization current. If F(k) is the transform of φ², then j(k) = (α/2) i k×s F. The directional average of (k×s)·(k×s′) is (2/3)k² s·s′, which cancels the 1/k² of the kernel 4π/k². Parseval's relation leaves −(α²/4)(8π/3) s·s′ ∫φ⁴d³r. The spin sum −3 turns this into 2πα²⟨δ(r₁₂)⟩, the spin–spin contact term, with ⟨δ⟩ = ∫φ⁴d³r = (Z⁶/π²)·4π·2/(4Z)³ = Z³/(8π). Numerical quadrature gives 0.039789 Z³ bohr⁻³, and 2π times this coefficient is 0.250000.

*Limits of validity.* As αZ → 1, G → 1 with d lnG/dγ → −4 ln2, so F⁰ → 4Z ln2 stays finite; beyond αZ = 1 γ is imaginary and the point-nucleus orbital does not exist. A finite nucleus changes ρ and the closed forms, but the current keeps the form g(r) s×n and the gauge argument stands. E is only the first order in 1/Z: two-photon exchange, radiative and recoil terms are not included.

*Numerical checks.* The Dirac equation and ∇·j = 0 were confirmed by finite differences on explicit spinors, and the density and current formulas by direct evaluation on the same spinors. E was also computed from its definition, by quadrature over r₁, r₂ and r₁₂ of the explicit 16-component state with each operator. A polynomial fit of these values in (αZ)² gave 0.230140 (Coulomb), 0.250000 (Gaunt) and 0.250000 (Breit). Numerical Taylor expansion of the closed forms gave the α⁴Z⁵ coefficient 0.145668 + 0.073985 = 0.219653.

*Example: Z = 64.* The digits below refer to the one-photon term of the point-nucleus model, not to a real ion. The chosen input is Z = 64 with 1/α = 137.035999, so αZ = 0.467031, (αZ)² = 0.218118, γ = √(1 − 0.218118) = 0.884241 and G = 0.395644. In hartree:

F⁰ = 64(1 − 0.395644)/0.884241 = 43.7424
R¹ = [(2·0.884241 + 1)·43.7424 − 4·64·0.395644]/(2·0.884241 − 1) = 25.785
E_B = (2/3)·0.218118·25.784726 = 3.7494, or 102.026 eV
E = 43.742356 + 3.749401 = 47.49176, or 1292.317 eV.

Direct quadrature gave 43.742356 for F⁰ and 3.749401 for E_B in both gauges. The gauge term is not zero pointwise: r₁₂ times its value in the unit-normalized spin-angular state reached 0.2180, close to (αZ)², the size of a product of two currents, while the angular average of the gauge term itself, including its factor 1/r₁₂, was below 10⁻⁹ with lengths scaled so that r₁ + r₂ = 1.

With α²Z³ = 13.959523, the two-term formula gives 40 + 0.480140·13.959523 = 40 + 6.70252 = 46.70252 hartree (1270.840 eV), of which 3.489881 is Breit and 3.212639 is the Coulomb correction. It lies 0.789236 hartree (21.476 eV) below the exact one-photon value, which is 1.662 % of that value. The next term, 0.219653·3.044817 = 0.66880 hartree, recovers most of this and gives 47.371324.

Z, exact E, two-term E, difference (hartree):
2: 1.250205, 1.250205, 1.99×10⁻⁸
41: 27.464101, 27.387178, 7.69×10⁻²
52: 36.358213, 36.095077, 2.63×10⁻¹
64: 47.491756, 46.702520, 7.89×10⁻¹

The difference grows as Z⁵ at small αZ and faster at larger αZ: between Z = 52 and 64 the table gives an effective power of about 5.3, and the power keeps rising as αZ approaches 1, where γ = √(1 − α²Z²) has its branch point. At Z = 2 the formula falls short of the exact one-photon term by only 1.99×10⁻⁸ hartree, but this says nothing about the accuracy of the helium energy, where the omitted second order in 1/Z, of order Z⁰, is far larger than the α²Z³ term.

Values computed for the example and the checks

```
alpha = 7.2973525643e-03, 1/alpha = 137.035999, 1 hartree = 27.211386 eV
spin sum = -3;  dlnG/dgamma at 1 = -0.439255
alpha^2 Z^3 coefficients: Coulomb 0.230140, Breit 0.250000, total 0.480140
  fit to quadrature: Coulomb 0.230140, Gaunt 0.250000, Breit 0.250000
  Breit share of total coefficient = 52.07 %
alpha^4 Z^5 coefficients: Coulomb 0.145668, Breit 0.073985, total 0.219653
<delta(r12)>/Z^3 = 0.039789 bohr^-3, times 2 pi = 0.250000
Gd: Z = 64, alpha Z = 0.467031, (alpha Z)^2 = 0.218118, gamma = 0.884241
G = 0.395644, A = 3.720705e-02, C = 2.193237e-02
F0 = 43.742356 hartree (quadrature 43.742356)
R1 = 25.784726 hartree (nonrelativistic 3Z/8 = 24.0)
E_B = 3.749401 hartree = 102.026 eV
  quadrature: Feynman (Gaunt) 3.749401, Coulomb gauge (Breit) 3.749401 hartree
gauge term: max pointwise r12*value 0.2180, angle average below 1e-9
E exact = 47.491756 hartree = 1292.317 eV
5Z/8 = 40.000000 hartree = 1088.455 eV;  alpha^2 Z^3 = 13.959523 hartree
alpha^2 Z^3 terms: Coulomb 3.212639, Breit 3.489881, total 6.702520 hartree
two-term E = 46.702520 hartree = 1270.840 eV
exact - two-term = 0.789236 hartree = 21.476 eV = 1.662 %
alpha^4 Z^5 = 3.044817, its term = 0.668804, three-term E = 47.371324 hartree
Z   5Z/8   F0   E_B   E exact   two-term   difference (hartree)
 2 1.2500 1.250098 0.000107 1.250205 1.250205 1.99e-08
41 25.6250 26.520894 0.943207 27.464101 27.387178 7.69e-02
52 32.5000 34.399029 1.959184 36.358213 36.095077 2.63e-01
64 40.0000 43.742356 3.749401 47.491756 46.702520 7.89e-01
```
